Why the Permittivity Stays Finite at an Antiferroelectric Transition

**The situation**

Put a crystal between electrodes and cool it towards a transition at which electric dipoles order. If they order parallel to one another at a continuous transition, the restoring force against a uniform polarization vanishes and the permittivity diverges. Suppose instead that they order antiparallel. Each dipole is still becoming easy to displace, and the applied field still pushes on each dipole. Why does the permittivity not diverge as well?

The answer depends on which pattern of displacements becomes soft. The electrodes push all dipoles the same way, while the softening pattern has neighbours moving in opposite ways. To see what remains of the softness in the measured permittivity, I separate the contributions to the uniform stiffness and compare their sizes.

**Two sublattices and two patterns**

Consider one polar axis and two sublattices, a and b, equivalent in the high-temperature parent phase. Let p_a and p_b be their dipole moments divided by the total volume, so both are measured in C/m². Define

P = p_a + p_b,  A = p_a − p_b.

P is the uniform polarization. A is the staggered order parameter: in the antiferroelectric phase A ≠ 0 and P = 0.

The macroscopic field E is held fixed, the response is static and isothermal, and each sublattice is homogeneous. In Landau theory, which neglects fluctuations, take the energy density

f = (r/2)(p_a² + p_b²) + g p_a p_b + (b/4)(p_a⁴ + p_b⁴) − EP − FA.

The coefficient r is the stiffness of one sublattice, g > 0 favours antiparallel sublattices, and b > 0 limits the displacements. The staggered field F pushes the sublattices in opposite directions. Electrodes do not produce it; it serves to define the response of A.

Insert p_a = (P + A)/2 and p_b = (P − A)/2. The products become

p_a² + p_b² = (P² + A²)/2,
p_a p_b = (P² − A²)/4,
p_a⁴ + p_b⁴ = (P⁴ + 6P²A² + A⁴)/8.

Collecting equal powers gives

f = ½κP² + ½αA² + ¼βA⁴ + ½ηP²A² + (b/32)P⁴ − EP − FA,

κ = (r + g)/2,  α = (r − g)/2,  β = b/8,  η = 3b/8.

Two facts can be read off. First, κ = α + g: when the staggered stiffness α reaches zero, the uniform stiffness is still g. Second, there is no term PA. This is a matter of symmetry: exchanging the equivalent sublattices sends A to −A and leaves P unchanged, so a term PA would change sign while the energy may not.

**Isolating the responses**

At equilibrium the derivatives of f with respect to P and A vanish:

κP + ηPA² + (b/8)P³ = E,
αA + βA³ + ηP²A = F.

Change the fields slightly and keep first-order changes:

(κ + ηA² + 3bP²/8) δP + 2ηPA δA = δE,
2ηPA δP + (α + 3βA² + ηP²) δA = δF.

The off-diagonal coefficient 2ηPA is the only route by which an induced change of A, and with it the diverging χ_A, could enter the linear response to E. At zero field P = 0 in both phases (shown below for the ordered one), so this route is closed. The responses are

χ_P ≡ dP/dE = 1/(κ + ηA²),
χ_A ≡ dA/dF = 1/(α + 3βA²).

Since the electric displacement is ε0E + P, and P here includes all dielectric polarization, the relative permittivity is

ε_r = 1 + χ_P/ε0.

The inverse response κ + ηA² = g + α + ηA² contains three contributions: the antiparallel coupling g, the softness α shared by both patterns, and the stiffening ηA² caused by established order.

**Weighing them across a continuous transition**

Let α = α0(T − Ts), with α0 = 1/(ε0C) and C a Curie constant. Treat g and b as independent of temperature. Above Ts the order parameter is zero, so

1/χ_P = g + α,  1/χ_A = α.

Below Ts, α is negative. The nonzero solution of αA + βA³ = 0 is A² = −α/β. Since η = 3β,

1/χ_P = g + α − 3α = g − 2α = g + 2|α|,
1/χ_A = α − 3α = 2|α|.

As T → Ts from either side, χ_A diverges, whereas

χ_P → 1/g,  ε_r → 1 + 1/(ε0g).

It helps to express g as a temperature interval, θ = g/α0. Then

ε_r = 1 + C/(T − Ts + θ) above Ts,
ε_r = 1 + C/[θ + 2(Ts − T)] below Ts.

The upper branch is a Curie–Weiss law whose extrapolated divergence lies at Ts − θ. The crystal orders at Ts, before that point is reached. In this model the permittivity has a finite, kinked maximum at Ts.

Now take round parameters that represent no particular material: C = 10⁵ K, Ts = 500 K, θ = 100 K and b = 10¹⁰ J m⁵ C⁻⁴. These give α0 = 1.129 × 10⁶ J m C⁻² K⁻¹ and g = 1.129 × 10⁸ J m C⁻². The limiting permittivity is

ε_r = 1 + 10⁵/100 = 1001.

At 490 K, divide each contribution to 1/χ_P by α0. The coupling gives 100 K, the shared softness −10 K, and the order +30 K. Their sum is 120 K, so ε_r = 1 + 10⁵/120 = 834.3, which direct minimization in small fields also gives. The softness does raise the permittivity, but it is a correction to a larger coupling term, and below Ts the order outweighs it.

At 520 K the contributions are 100 K and +20 K, with no order term. The sum is again 120 K, which is why the permittivity equals that at 490 K.

**What a single sublattice does**

The opening puzzle remains in part: if each sublattice is soft, where does its large response go? Apply a field e to sublattice a alone. The field energy is −e p_a = −(e/2)P − (e/2)A, so E = F = e/2. In linear response the changes are δP = χ_P e/2 and δA = χ_A e/2. Hence

dp_a/de = (χ_P + χ_A)/4,
dp_b/de = (χ_P − χ_A)/4.

Both diverge at Ts, with opposite signs. A push on a moves a strongly one way and b strongly the other way.

A uniform field pushes both sublattices. The response of p_a is then the sum of its response to the push on a and its response to the push on b, and by equivalence the latter is the second expression above:

(χ_P + χ_A)/4 + (χ_P − χ_A)/4 = χ_P/2.

The divergent parts cancel. At 500.01 K, χ_A/ε0 is about 1.0 × 10⁷ and χ_P/ε0 is about 1000. The separate responses, divided by ε0, are near +2.5 × 10⁶ and −2.5 × 10⁶, yet their sum is about 500. Each sublattice is soft, but under equal pushes each opposes the other's displacement.

**The coupling contribution without a power series**

The separation does not depend on the quartic form. Let φ(p) be any smooth, even energy of one sublattice that grows fast enough for a minimum to exist. At zero field

f = φ(p_a) + φ(p_b) + g p_a p_b.

From P² = p_a² + p_b² + 2p_a p_b,

g p_a p_b = ½gP² − ½g(p_a² + p_b²).

Define ψ(p) = φ(p) − ½gp². Then

f = ψ(p_a) + ψ(p_b) + ½gP².

The first two terms are each at least the minimum of ψ, and the last is at least zero. If ψ is lowest at ±p*, the choice p_a = p*, p_b = −p* reaches all three lower bounds together. Any state with P ≠ 0 costs more, because g > 0. This proves that the zero-field ground state has P = 0.

For small changes about it, ψ″(p*) = ψ″(−p*) because ψ is even. The second-order energy is

½ψ″(p*)(δp_a² + δp_b²) + ½gδP²
= ¼ψ″(p*)(δP² + δA²) + ½gδP².

An energy ½Kx² has inverse response K. Therefore, with ψ″(p*) > 0,

1/χ_A = ½ψ″(p*),
1/χ_P = g + 1/χ_A.

Both patterns share the softness of ψ, but the uniform one must also pay for g. Within this class of models the χ_P of the zero-field ground state cannot exceed 1/g, however large χ_A becomes. Under a steady field, or in a metastable state with unequal sublattice amplitudes, the bound need not hold, because the state then has P ≠ 0.

**A first-order transition**

If b < 0, a sextic term (c/6)(p_a⁶ + p_b⁶) with c > 0 is needed to bound the energy. With P = 0 and y = A²,

f = y h(y),  h(y) = α/2 + by/32 + cy²/192.

At the transition the ordered state has the parent energy, zero, so h = 0. It is also stationary, so h + y h′ = 0, and hence h′ = 0:

b/32 + cy/96 = 0,  y = A_c² = −3b/c.

Substitution into h = 0 gives

α_c/2 = 3b²/(32c) − 9b²/(192c) = 3b²/(64c),
α_c = 3b²/(32c).

In the parent phase 1/χ_A = α_c. In the ordered phase ψ(p) = αp² + bp⁴/4 + cp⁶/6 and p² = y/4, so

½ψ″ = α + (3/2)bp² + (5/2)cp⁴
= α_c + 3by/8 + 5cy²/32
= α_c − 9b²/(8c) + 45b²/(32c)
= α_c + 9b²/(32c) = 4α_c.

Consequently

1/χ_P = g + α_c in the parent phase,
1/χ_P = g + 4α_c in the ordered phase.

Neither response diverges here, since the transition occurs before α reaches zero. The permittivity drops on cooling because the order appears with finite amplitude.

For b = −4 × 10⁹ J m⁵ C⁻⁴ and c = 1.2 × 10¹¹ J m⁹ C⁻⁶, α_c = 1.25 × 10⁷ J m C⁻². Dividing by α0 gives 11.07 K, so the transition is at 511.07 K, where A jumps to √0.1 = 0.316 C/m². In temperature units the uniform stiffness rises from 111.07 K to 144.27 K, and ε_r falls from 901 to 694. The staggered response χ_A/ε0 falls from about 9035 to 2259.

**A contribution that appears under bias**

The mixed coefficient 2ηPA vanishes because P = 0. A steady field makes P nonzero and opens that route. Return to the continuous case in its ordered phase, with F = 0. Dividing the equation for A by A gives

α + βA² + ηP² = 0.

With η = 3β and A0² = −α/β,

A² = A0² − 3P².

The sign of E does not matter to A, and the leading change is −3P²/(2A0), quadratic in the field. Put this result into the equation for P:

E = [κ + η(A0² − 3P²)]P + (b/8)P³.

The cubic coefficient is −3η + b/8 = −9b/8 + b/8 = −b. Thus

E = (g + 2|α|)P − bP³,
dE/dP = g + 2|α| − 3bP².

The field weakens the antiparallel order, and the weakened order resists P less. At 490 K a field of 10⁶ V/m gives P = 7.41 × 10⁻³ C/m² and lowers A by 8.70 × 10⁻⁴ C/m², about 0.9% of its zero-field value 0.0951 C/m². The term 3bP² is about 1.65 × 10⁶ J m C⁻², compared with g + 2|α| = 1.36 × 10⁸ J m C⁻², a reduction of about 1.2% in the differential stiffness. Doubling the field multiplies the change of A by 4.16, rather than 4, because higher even powers of the field contribute.

These formulas describe the ordered branch while A² > 0 and dE/dP > 0. The branch reaches A = 0 at P² = A0²/3, where 3bP² = bA0² = 8|α| and dE/dP = g − 6|α|. For |α| < g/6 the field therefore destroys the order continuously, with a finite but enhanced response. At |α| = g/6, here 483.3 K and E ≈ 7.1 × 10⁶ V/m, dP/dE diverges on the ordered side although g > 0. The zero-field permittivity does not describe switching in strong fields.

**Finite does not mean maximal**

The factor η = 3β came from an energy with no fourth-order coupling between sublattices. Add w p_a²p_b². Since

p_a²p_b² = (P² − A²)²/16 = (P⁴ − 2P²A² + A⁴)/16,

comparison with ¼βA⁴ and ½ηP²A² gives

β = b/8 + w/4,  η = 3b/8 − w/4.

The exact relation between χ_P and χ_A from the separable model then no longer holds in the ordered phase. For β > 0, however, the continuous transition still has A → 0 at Ts, and the uniform stiffness there is still g. Just below Ts,

1/χ_P = g + α − (η/β)α = g − (1 − η/β)|α|.

If η > β, the stiffness rises on cooling and ε_r has a maximum at Ts. If η < β, the order stiffens P too weakly to offset the continuing softening, and ε_r keeps rising just below the transition.

With b = 10¹⁰ and w = 6 × 10⁹ J m⁵ C⁻⁴, η/β = 0.818. At 490 K the stiffness in temperature units is 100 − 0.182 × 10 = 98.2 K, and ε_r = 1019.5. This exceeds the value 1001 at Ts. The argument establishes a finite permittivity at the transition, not a peak there.

**When the protection fails**

At a continuous transition in zero field, the finite permittivity rests on two conditions. (A first-order transition can occur before any response diverges, even if the second condition is not met.)

The first is that the uniform stiffness stays positive at the transition. In the present model, without bias, this means g > 0. If g is small, ferroelectric and antiferroelectric patterns are nearly equally soft, and ε_r = 1 + C/θ can be very large. As g → 0 the two instabilities coincide and the limiting permittivity diverges. A large dielectric anomaly by itself therefore does not rule out antiferroelectric order.

The second condition is that symmetry forbids PA. To see what it protects against, make the sublattices inequivalent by adding

(d/2)(p_a² − p_b²) = λPA,  λ = d/2.

In the parent phase, for small E and F = 0,

κP + λA = E,
λP + αA = 0.

The second equation gives A = −λP/α. Substitution into the first gives

χ_P = 1/(κ − λ²/α) = α/(ακ − λ²).

This diverges when ακ = λ², that is, when α² + gα − λ² = 0. The positive root is

α* = [−g + √(g² + 4λ²)]/2.

The soft pattern is now a mixture of A and P, so the uniform field drives it directly.

For λ = 0.2g, α* = 0.0385g, and the instability moves to 503.85 K. The soft pattern has |P/A| = α*/λ = 0.19: it is still mainly staggered. Nevertheless, 0.01 K above its instability ε_r is 3.6 × 10⁵, compared with 1001 for equivalent sublattices 0.01 K above Ts. Between 1 K and 0.01 K above the instability, ε_r grows by a factor of about 80. The coupling g is the same in both cases; what has changed is the symmetry.

**Weighing fluctuations**

Landau theory leaves out fluctuations, which can be strong near a continuous transition. Exchange symmetry still makes the equilibrium average of the product PA vanish in the parent phase, because the product changes sign under exchange. That removes the linear mixing. It does not by itself prove that χ_P is finite, since P can still couple to fluctuations of A² through the allowed term P²A².

A simple model in which fluctuations can be included is a square lattice of dipoles, each of moment ±μ, with antiparallel nearest-neighbour coupling J. This is the Ising antiferromagnet in electric language. Consider infinitely long strips of periodic width L, held at the critical coupling of the infinite lattice, J/(k_B T) = 0.4407. The responses per dipole, in units of μ²/(k_B T), follow from the transfer matrix, which sums over all configurations.

From L = 4 to L = 10 the staggered response grows from 31 to about 159. Between L = 8 and L = 10 its growth corresponds to a power L^1.76, close to the Ising value 7/4. From L = 4 to L = 10 the uniform response changes only from 0.1579 to 0.1588, with a last step of about 0.02%.

A strip of finite width has no transition of its own, so the evidence lies in the trend with L: one response grows while the other settles. This supports the separation of the two responses beyond mean field for short-range coupling in two dimensions. It is not a proof for a crystal with long-range dipolar forces. Nor does the Landau maximum at the transition carry over: in this Ising model the uniform susceptibility keeps rising above the critical temperature and has a rounded maximum near 1.5 times that temperature. The numerical output below lists the values for each width, together with those of the Landau examples.

Computed results

```
Curie constant C = 1.000e+05 K
stability limit Ts = 500.0 K
alpha0 = 1.1294e+06 J m C^-2 K^-1
coupling g = 1.1294e+08 J m C^-2; g/alpha0 = 100.0 K
continuous case: b = 1.00e+10 J m^5 C^-4
limit value 1+1/(eps0 g) = 1001.0
T (K) | A (C/m^2) | eps_r | staggered response/eps0
480.00 | 0.13443 | 715.3 | 2.5000e+03
490.00 | 0.09505 | 834.3 | 5.0000e+03
499.00 | 0.03006 | 981.4 | 5.0000e+04
499.99 | 0.00301 | 1000.8 | 5.0000e+06
500.01 | 0.00000 | 1000.9 | 9.9999e+06
501.00 | 0.00000 | 991.1 | 1.0000e+05
510.00 | 0.00000 | 910.1 | 1.0000e+04
520.00 | 0.00000 | 834.3 | 5.0000e+03
Uniform field at 490 K: E (V/m) | P (C/m^2) | change of A (C/m^2)
-1.0e+06 | -7.40849e-03 | -8.7011e-04
1.0e+06 | 7.40849e-03 | -8.7011e-04
2.0e+06 | 1.50063e-02 | -3.6226e-03
first-order case: b = -4.00e+09 J m^5 C^-4, c = 1.20e+11 J m^9 C^-6
alpha_c = 1.2500e+07 J m C^-2; Tc = 511.07 K
jump of A = 0.3162 C/m^2
eps_r at Tc: parent 901.4, ordered 694.1
staggered response/eps0 at Tc: parent 9035.3, ordered 2258.8
biquadratic case: w = 6.00e+09 J m^5 C^-4, eta/beta = 0.8182
biquadratic case, T = 490.00 K: eps_r = 1019.5
biquadratic case, T = 500.01 K: eps_r = 1000.9
inequivalent case: d/2 = 2.2588e+07 J m C^-2, instability at 503.852 K
1.00 K above instability: eps_r inequivalent 4.4642e+03, equivalent 991.1
0.10 K above instability: eps_r inequivalent 3.6657e+04, equivalent 1000.0
0.01 K above instability: eps_r inequivalent 3.5851e+05, equivalent 1000.9
Ising strips, J/(kB T) = 0.44069; responses in units mu^2/(kB T)
width 4: uniform 0.15786, staggered 31.014
width 6: uniform 0.15870, staggered 64.366
width 8: uniform 0.15882, staggered 107.157
width 10: uniform 0.15885, staggered 158.724
growth exponent of staggered response, widths 8 to 10: 1.761
```
